# Elastic energy released when a silicon supercell relaxes its residual pressure

## Problem

A silicon supercell has been computed at a fixed volume $V = 4320$ Å$^3$. The atoms have been moved until the forces on them vanish, but the cell itself has not been allowed to change, and a uniform residual pressure $P = 1$ GPa remains. The bulk modulus is $B = 98$ GPa.

1. By how much does the volume change if the cell is released and the pressure falls to zero?
2. How much energy, in eV, does the supercell lose in this relaxation?

The values of $V$, $P$ and $B$ are data of the exercise. Use linear elasticity, and take the bulk modulus of the host crystal as that of the supercell.

## Hints

**Hint 1.** Let $E(V)$ be the energy with the atoms relaxed at each volume. Pressure is defined by $P = -dE/dV$. Decide from this sign whether a cell with positive pressure wants to grow or to shrink.

**Hint 2.** The bulk modulus is $B = -V\,dP/dV$. It tells how fast the pressure drops as the cell grows.

**Hint 3.** The pressure does not keep its initial value during the relaxation. The energy released is the area under the curve of pressure against volume.

**Hint 4.** A pressure times a volume is an energy. Convert 1 GPa Å$^3$ to joules first, then to eV.

## Solution

### What the pressure and the modulus refer to

Let $\mathcal{E}(V,x)$ be the energy of a cell of volume $V$ whose atoms have fractional coordinates $x$. The relaxed energy is $E(V)=\mathcal{E}(V,x(V))$, where $x(V)$ makes all forces vanish. Its derivative is

$$
\frac{dE}{dV}=\frac{\partial \mathcal{E}}{\partial V}+\sum_k\frac{\partial \mathcal{E}}{\partial x_k}\frac{dx_k}{dV}=\frac{\partial \mathcal{E}}{\partial V},
$$

because each $\partial\mathcal{E}/\partial x_k$ is zero at the relaxed positions. The pressure computed with the atoms at rest is therefore the correct slope of $E(V)$, even though the atoms will move again when the volume changes. This assumes a converged calculation. With a finite plane-wave basis the computed pressure carries a basis-set (Pulay) error, which can be much larger in relative terms than the error of the energy.

The second derivative is different. Differentiating $\partial\mathcal{E}/\partial V$ along the relaxed path gives

$$
\frac{d^2E}{dV^2}=\frac{\partial^2 \mathcal{E}}{\partial V^2}+\sum_k\frac{\partial^2 \mathcal{E}}{\partial V\,\partial x_k}\frac{dx_k}{dV}.
$$

The last term is the response of the atoms to the volume change. The modulus $B$ must include it, so $B$ has to be the modulus for relaxed atoms. In perfect diamond silicon the term is zero, because symmetry fixes the fractional coordinates under a uniform change of volume. It appears in a cell with a defect, and the modulus of the host crystal leaves it out.

The energy asked for is the part released by the change of volume. What the atoms gained earlier, while the cell was held fixed, is not included.

### Why one modulus is enough

Silicon is cubic. A uniform pressure is unchanged by every symmetry operation of the cube, so the linear strain that it produces must be unchanged too. The operations that exchange the cube axes make the three axial strains equal, and the half-turns about these axes reverse two of the three shear strains at a time, so all shear strains vanish. The cell keeps its shape, and its volume is the one variable left.

A defect in the supercell can lower this symmetry. Taking the elastic response from the host crystal neglects that effect, and is part of the model used here.

### The change of volume

Let $u$ be the increase of volume from the starting value $V$. The definition of $B$, evaluated at the start, gives the slope

$$
\frac{dP}{du}=-\frac{B}{V}.
$$

In linear elasticity this slope is kept constant during the relaxation. The pressure after an increase $u$ is then

$$
P(u)=P-\frac{B}{V}\,u .
$$

The cell comes to rest at $u=\Delta V$, where $P(\Delta V)=0$:

$$
P=\frac{B}{V}\,\Delta V
\quad\Longrightarrow\quad
\Delta V=\frac{P V}{B}.
$$

With the numbers,

$$
\Delta V=\frac{1\times 4320}{98}\ \text{Å}^3=44.08\ \text{Å}^3 .
$$

The sign is positive: a cell under positive pressure expands. The relative change is $\Delta V/V=P/B=1.02\,\%$. If each edge grows by the fraction $\epsilon$, the volume grows by the factor $(1+\epsilon)^3\approx 1+3\epsilon$, so $\epsilon\approx P/(3B)=0.34\,\%$. These strains are small, which is what the linear treatment requires.

### The energy released

From $P=-dE/dV$, a small expansion $du$ changes the energy by $-P(u)\,du$. The energy released, counted positive, is

$$
W=\int_0^{\Delta V}P(u)\,du
=\int_0^{\Delta V}\left(P-\frac{B}{V}u\right)du
=P\,\Delta V-\frac{B}{2V}\,\Delta V^2 .
$$

Since $B\,\Delta V/V=P$, the second term equals $\tfrac12P\,\Delta V$. Hence

$$
W=P\,\Delta V-\tfrac12P\,\Delta V=\tfrac12P\,\Delta V=\frac{P^2V}{2B}.
$$

The factor $\tfrac12$ is the area of a triangle: the pressure falls in a straight line from $P$ to zero, so its average is $P/2$. The product $P\,\Delta V$ would assume that the full pressure acts to the end, and would give 0.275 eV, twice the correct value.

In the units of the data,

$$
W=\frac{1^2\times4320}{2\times98}\ \text{GPa Å}^3=22.04\ \text{GPa Å}^3 .
$$

For the conversion, $1\ \text{GPa Å}^3=10^{9}\times10^{-30}\ \text{J}=10^{-21}\ \text{J}$. Division by the elementary charge in coulombs gives 0.0062415 eV, so

$$
W=22.04\times0.0062415\ \text{eV}=0.1376\ \text{eV}\approx 0.14\ \text{eV}.
$$

The supercell expands by about 44 Å$^3$ and loses about 0.14 eV.

### Reading the result

The energy along the path follows from the same integral with a variable upper limit:

$$
E(V+u)-E(V)=-P\,u+\frac{B}{2V}u^2 .
$$

To complete the square, write $P=B\,\Delta V/V$ in the first term:

$$
E(V+u)-E(V)=\frac{B}{2V}\left(u^2-2u\,\Delta V\right)
=\frac{B}{2V}(u-\Delta V)^2-\frac{B\,\Delta V^2}{2V}.
$$

The last term is $-W$, because $B\,\Delta V^2/(2V)=P^2V/(2B)$. The energy is a parabola with its minimum at the relaxed volume, a depth $W$ below the start. If the cell covers a fraction $f$ of the way, $u=f\,\Delta V$, the energy released is $W(2f-f^2)$. Half of the expansion already releases three quarters of the energy, since the pressure is highest at the beginning.

A negative pressure of the same size gives a contraction of the same size. $W$ contains $P^2$, so the energy released is the same in linear elasticity. For $P\to0$ the energy vanishes quadratically, and for a very stiff crystal, $B\to\infty$, it vanishes because the cell hardly moves.

For small relative errors of the data,

$$
\frac{\delta W}{W}\approx 2\frac{\delta P}{P}+\frac{\delta V}{V}-\frac{\delta B}{B}.
$$

An error of 10 % in the pressure therefore changes $W$ by about 20 %, while the same relative error in the modulus changes it by about 10 %. For equal relative errors, the residual pressure thus affects the result most.

The dependence on cell size depends on where the pressure comes from. If the whole crystal was set up at a slightly wrong lattice constant, $P$ is the same in a larger cell and $W$ grows in proportion to $V$. If the pressure comes from a single defect that asks for a fixed volume change $\Delta V$, it is useful to write

$$
W=\frac{B\,\Delta V^2}{2V}.
$$

Under that assumption, a cell of twice the volume has half the pressure and half the relaxation energy. The energy is then an effect of the finite cell, and disappears as the cell grows. It is not the whole finite-size correction, however. For a neutral defect that acts as a centre of dilatation, the energy of the isolated defect lies between the fixed-volume and the relaxed-volume values, and both approach it as $1/V$.

## Variation 1: unequal stresses with the same mean

*The outward stresses along the three cube axes are 1.5, 1.0 and 0.5 GPa instead of 1 GPa each. The stiffness constants are the model values $C_{11}=160$ GPa and $C_{12}=67$ GPa. What energy is released if both the volume and the shape of the cell relax?*

Let $s_i$ be the outward stress and $e_i$ the strain along axis $i$. The energy change per volume is

$$
w=-\sum_i s_ie_i+\tfrac12C_{11}\sum_i e_i^2+C_{12}(e_1e_2+e_2e_3+e_3e_1).
$$

Setting $\partial w/\partial e_i=0$, and writing $\theta=e_1+e_2+e_3$ for the volume strain, gives

$$
s_i=C_{11}e_i+C_{12}(\theta-e_i)=(C_{11}-C_{12})\,e_i+C_{12}\,\theta .
$$

Split the stress into its mean and the rest, $s_i=P+d_i$ with $\sum_id_i=0$. The sum of the three equations is $3P=(C_{11}+2C_{12})\,\theta$. For equal stresses $\theta=P/B$, so this identifies

$$
B=\frac{C_{11}+2C_{12}}{3}=\frac{160+134}{3}\ \text{GPa}=98\ \text{GPa},
$$

the same modulus as before. The identification holds up to terms of order $P$: constants defined by $w$ about a cell at pressure $P$ give $(C_{11}+2C_{12})/3=B-2P/3$, a shift of 0.7 % here, which linear elasticity drops. Subtracting the mean of the three equations from each of them leaves $d_i=(C_{11}-C_{12})(e_i-\theta/3)$, so

$$
e_i=\frac{P}{3B}+\frac{d_i}{C_{11}-C_{12}} .
$$

At the minimum, the terms quadratic in strain equal half of $\sum_i s_ie_i$, as follows from multiplying each equilibrium equation by $e_i$ and adding. The energy released is therefore

$$
W=\frac V2\sum_i s_ie_i
=\frac V2\left[\frac{P^2}{B}+\frac{\sum_i d_i^2}{C_{11}-C_{12}}\right].
$$

The mixed terms have dropped out because $\sum_id_i=0$. The first part is the earlier result. In the second part $\sum_i d_i^2=0.5^2+0+0.5^2=0.5$ GPa$^2$, and

$$
\frac{4320}{2}\times\frac{0.5}{160-67}\ \text{GPa Å}^3=11.6\ \text{GPa Å}^3=0.072\ \text{eV}.
$$

The total is 0.21 eV. The mean pressure and, to first order in the strain, the final volume are unchanged, yet the energy is about half as large again, because the cell also changes its shape.

Shear stresses act in the same direction. In a cubic crystal a shear stress $\tau$ couples to its own shear strain $\gamma$ alone, with energy $-\tau\gamma+\tfrac12C_{44}\gamma^2$ per volume. The minimum at $\gamma=\tau/C_{44}$ releases a further $\tau^2/(2C_{44})$ per volume. In silicon a shear also shifts the two sublattices against each other, so $C_{44}$ must be the constant for relaxed atoms. The value for clamped atoms is considerably larger and would underestimate the energy. A stable cubic crystal has $C_{11}>C_{12}$ and $C_{44}>0$, so in linear elasticity $P^2V/(2B)$ is a lower bound when the residual stress is not hydrostatic. All components of the stress should be inspected before the formula is used for the whole relaxation energy.

## Variation 2: a modulus that changes with pressure

*Let the modulus grow with pressure as $B(p)=B_0+B'p$, with the model value $B'=4$. How far does the energy move from the linear result?*

The starting volume is still $V$, at pressure $P$. From $B=-V\,dP/dV$, a step $dp$ changes the volume by $-V(p)\,dp/B(p)$. As the pressure falls from $P$ to zero, the energy released is

$$
W=\int_P^0p\left(-\frac{V(p)}{B(p)}\right)dp=\int_0^P\frac{p\,V(p)}{B(p)}\,dp .
$$

To first order in the small ratio $P/B_0$,

$$
V(p)\approx V\left(1+\frac{P-p}{B_0}\right),\qquad
\frac1{B(p)}\approx\frac1{B_0}\left(1-\frac{B'p}{B_0}\right).
$$

Insert both and keep the first-order corrections:

$$
W\approx\frac{V}{B_0}\int_0^P\left[p+\frac{Pp-p^2}{B_0}-\frac{B'p^2}{B_0}\right]dp
=\frac{V}{B_0}\left[\frac{P^2}{2}+\frac{P^3}{6B_0}-\frac{B'P^3}{3B_0}\right].
$$

Taking out the linear result gives

$$
W\approx\frac{P^2V}{2B_0}\left[1+\frac{(1-2B')P}{3B_0}\right].
$$

It now matters at which pressure the value 98 GPa holds.

**Modulus given at zero pressure.** Then $B_0=98$ GPa. The coefficient is $(1-8)/3=-2.33$, and the correction is $-2.33\times1.02\,\%\approx-2.4\,\%$. The cell starts out stiffer than 98 GPa, expands less, and releases less energy.

**Modulus given at the starting volume.** Then $B=B_0+B'P=98$ GPa, so $B_0=94$ GPa. To first order $1/B_0\approx(1/B)(1+B'P/B)$, which adds $3B'$ to the numerator $1-2B'$:

$$
W\approx\frac{P^2V}{2B}\left[1+\frac{(1+B')P}{3B}\right].
$$

The coefficient is $5/3=1.67$ and the correction is about $+1.7\,\%$. The crystal softens as it expands, so it expands further and releases more. Softening accounts for the part $B'/3$ of the coefficient. The remaining $1/3$, about 0.3 %, is present even for $B'=0$, because the slope $B/V$ falls as the volume grows.

The integral can also be evaluated without the expansion. Integrating $dV/V=-dp/(B_0+B'p)$ from zero pressure, where the volume is $V_0$, gives the Murnaghan equation of state,

$$
P(V)=\frac{B_0}{B'}\left[\left(\frac{V_0}{V}\right)^{B'}-1\right].
$$

Numerical quadrature of this pressure from the starting volume to $V_0$ gives 0.134 eV in the first case and 0.140 eV in the second. The changes from the linear value are $-2.3\,\%$ and $+1.7\,\%$, close to the first-order estimates.

Rounded to two decimals, the two cases read 0.13 and 0.14 eV. The answer 0.14 eV thus belongs to linear elasticity with the given data. Its second digit already depends on how the modulus varies with pressure and on the volume at which it was determined.
